# The seam between two growing islands and their nucleation delay

**Setting.** A two-dimensional crystal, one layer thick, grows on a flat, uniform substrate. Island 1 nucleates at the point \(F_1\) at time \(t_1\), and island 2 at \(F_2\) at the later time \(t_2=t_1+\tau\), with \(\tau>0\). The nuclei are a distance \(d\) apart and their own size is neglected. Each island grows as a circle whose radius increases at the same constant speed \(v\). Where the islands touch, growth stops; elsewhere it goes on unchanged. The line along which they have met is called the seam. If the two lattices are misoriented, it is a grain boundary, and a transistor channel cut across it contains that boundary.

Take the origin midway between the nuclei, with \(F_1=(-c,0)\), \(F_2=(c,0)\) and \(c=d/2\). Let \(r_1\) and \(r_2\) be the distances of a point \(P=(x,y)\) from \(F_1\) and \(F_2\). The problem is purely geometric: no physical constant enters, so the algebra reads the same in atomic units as in any others.

## Part (a)

*Find the relation between \(r_1\) and \(r_2\) on the seam. For which delays does a seam exist? Show that contact at one place never prevents an island from reaching the seam at another.*

**Model answer.** An unobstructed front travels straight from its nucleus, so island 1 reaches \(P\) at \(t_1+r_1/v\) and island 2 at \(t_1+\tau+r_2/v\). On the seam the two times are equal:

\[
t_1+\frac{r_1}{v}=t_1+\tau+\frac{r_2}{v}
\quad\Longrightarrow\quad
r_1-r_2=v\tau .
\]

The right-hand side is the radius that island 1 has when island 2 is born. Both radii then grow at the same rate, so their difference keeps this value.

The triangle inequality gives \(r_1\le r_2+d\), hence \(r_1-r_2\le d\). If \(v\tau>d\), no point satisfies the relation: island 1 has covered \(F_2\) before the second nucleation is due. If \(v\tau=d\), it arrives at that very moment and leaves no room for growth. A seam therefore requires

\[
v\tau<d .
\]

Now let \(P\) be a seam point and \(Q\) another point of the segment \(F_1P\), at a distance \(\ell>0\) from \(P\). Then \(r_1(Q)=r_1(P)-\ell\), while the triangle inequality gives \(r_2(Q)\ge r_2(P)-\ell\). Subtracting,

\[
r_1(Q)-r_2(Q)\le r_1(P)-r_2(P)=v\tau ,
\]

so island 1 reaches \(Q\) no later than island 2 could. Equality would require \(Q\) to lie on \(F_2P\) as well. Both nuclei would then lie in the same direction from \(P\), so that \(|r_1-r_2|=d\), which is excluded by \(v\tau<d\). Island 1 is thus strictly first along the whole path. Exchanging the islands gives \(r_2(Q)-r_1(Q)\le-v\tau\) for \(Q\) on \(F_2P\), with the same exclusion of equality, so island 2 is first along its own path. Neither path is blocked, and the condition \(r_1-r_2=v\tau\) describes the real seam.

## Part (b)

*Derive the equation of the seam in \(x\) and \(y\), and identify the curve. Does the seam fill all of it? Discuss the limits \(\tau\to0\) and \(v\tau\to d\).*

**Model answer.** Write \(v\tau=2a\), so that \(0<a<c\). The squared distances are

\[
r_1^2=(x+c)^2+y^2,\qquad r_2^2=(x-c)^2+y^2 ,
\]

and their difference is \(r_1^2-r_2^2=4cx\). Factorizing the left-hand side and inserting \(r_1-r_2=2a\),

\[
2a\,(r_1+r_2)=4cx\quad\Longrightarrow\quad r_1+r_2=\frac{2cx}{a}.
\]

Half the sum and half the difference of the last two relations give

\[
r_1=\frac{cx}{a}+a,\qquad r_2=\frac{cx}{a}-a .
\]

Squaring the first and using the definition of \(r_1\),

\[
x^2+2cx+c^2+y^2=\frac{c^2x^2}{a^2}+2cx+a^2 .
\]

The terms \(2cx\) cancel. Collecting the rest,

\[
\frac{c^2-a^2}{a^2}\,x^2-y^2=c^2-a^2 .
\]

Since \(c>a\), we may set \(b^2=c^2-a^2>0\) and divide by it:

\[
\frac{x^2}{a^2}-\frac{y^2}{b^2}=1 .
\]

This is a hyperbola with the nuclei as foci. It has two branches, but \(r_1+r_2=2cx/a\) is positive, so \(x>0\), and the equation then requires \(x\ge a\). The seam lies on the branch

\[
x=a\sqrt{1+\frac{y^2}{b^2}} .
\]

Conversely, every point of this branch is a seam point. The steps after squaring can be reversed, which gives \(r_1^2=(cx/a+a)^2\), and then \(r_2^2=r_1^2-4cx=(cx/a-a)^2\). For \(x\ge a\) we have \(cx/a\ge c>a\), so both brackets are positive and \(r_1-r_2=2a\). For \(x\le-a\) both are negative, and the roots give \(r_1-r_2=-2a\). That other branch would be the seam if island 2 were the older by the same delay. The seam thus fills one whole branch if growth continues without limit, and a finite arc of it if growth is stopped.

The branch opens towards positive \(x\) and wraps around the later nucleus. Its asymptotes \(y=\pm(b/a)x\) make an angle \(\psi\) with the axis, where \(\tan\psi=b/a\) and hence \(\cos\psi=a/c=v\tau/d\). Island 2 stays within the wedge between them.

For \(\tau\to0\), \(a\to0\) and \(b\to c\), so \(x\to0\) at any fixed \(y\): the seam becomes the straight perpendicular bisector. For \(v\tau\to d\), \(a\to c\) and \(b\to0\): the vertex moves to \(F_2\), and the two arms of the seam close onto the axis beyond it.

## Part (c)

*When and where do the islands first touch, and how do the ends of the seam move afterwards? Evaluate the results for \(v=20\) nm/s, \(d=12000\) nm and \(\tau=360\) s.*

**Model answer.** A seam point forms at the time \(T\) after the first nucleation, where

\[
T=\frac{r_1}{v}=\frac{1}{v}\left(\frac{cx}{a}+a\right).
\]

This is smallest at the vertex \(x=a\), \(y=0\):

\[
T_0=\frac{c+a}{v}=\frac12\left(\frac dv+\tau\right).
\]

Afterwards two ends run outwards along the arms. Solving for \(x\) gives \(x=(a/c)(vT-a)\), so both ends advance along the axis at the constant rate \(\dot x=va/c\). Differentiating the hyperbola gives \(\dot y=(b^2x/a^2y)\,\dot x\). With \(y^2=b^2(x^2-a^2)/a^2\), the squared speed of an end is

\[
\dot x^2+\dot y^2=\frac{v^2a^2}{c^2}\left(1+\frac{b^2}{a^2}\,\frac{x^2}{x^2-a^2}\right).
\]

It diverges at the vertex and falls towards \(v^2\) far out, because \(1+b^2/a^2=c^2/a^2\). No matter moves at this speed; it is the speed at which the intersection of two circles travels.

For the given numbers, \(2a=20\times360=7200\) nm (72000 Å), so

\[
a=3600\ \text{nm},\quad c=6000\ \text{nm},\quad
b=\sqrt{6000^2-3600^2}=4800\ \text{nm}.
\]

A seam exists for delays below \(d/v=600\) s, so the condition is met. The asymptotes lie at \(\psi=\arccos0.6=53.13^\circ\). First contact comes at \(T_0=(600+360)/2=480\) s, when the radii are 9600 and 2400 nm; their sum is \(d\), as it must be.

As a test that does not use the hyperbola, the two islands were grown on a grid of points 200 nm apart. Each spread only through its own territory, and each free point went to the first arrival. The points assigned differently from the derived curve lay at most 13 nm from it, measured along \(x\); the grid itself fixes the position of the seam only to about its spacing of 200 nm. With the delay raised to 700 s, at the same speed and separation, island 2 received no points.

## Part (d)

*The sample is examined after growth, and \(v\) is known. Find the delay (i) when both nuclei are visible and (ii) when only the curve can be seen. For (ii), let \(s=x-a\) be the depth of a seam point behind the vertex, and use these readings: \(s=2162.8\) nm at \(y=6000\) nm, and \(s=6093.3\) nm at \(y=12000\) nm. What can the curve not tell?*

**Model answer.** (i) Any one seam point suffices, since \(\tau=(r_1-r_2)/v\). At \(y=6000\) nm the distances are 13204.7 and 6004.7 nm, so \(\tau=7200/20=360\) s.

(ii) The symmetry of the arc fixes its axis and vertex. Put \(x=a+s\) into the hyperbola:

\[
\frac{y^2}{b^2}=\frac{(a+s)^2}{a^2}-1=\frac{2as+s^2}{a^2}.
\]

Multiplying by \(b^2/s\), for \(s>0\),

\[
\frac{y^2}{s}=\frac{2b^2}{a}+\frac{b^2}{a^2}\,s .
\]

A plot of \(y^2/s\) against \(s\) is a straight line with intercept \(I=2b^2/a\) and slope \(m=b^2/a^2\). Their quotient is \(2a\), so

\[
\tau=\frac{I}{m\,v}.
\]

Because \(m=c^2/a^2-1\), the curve also gives the separation of the hidden nuclei, \(d=2a\sqrt{1+m}\).

The readings give \(y^2/s=16645.0\) nm and \(23632.5\) nm. Hence

\[
m=\frac{23632.5-16645.0}{6093.3-2162.8}=1.7778,
\]

\[
I=16645.0-1.7778\times2162.8=12800\ \text{nm}.
\]

The path difference is \(12800/1.7778=7200\) nm, and the delay is \(7200/20=360\) s, or 6 min. The separation is \(7200\sqrt{2.7778}=12000\) nm. The later nucleus is on the concave side.

The curve fixes the product \(v\tau\) and not its factors: twice the speed with half the delay leaves the same seam. If the length scale of the image is also unknown, the shape gives only the ratio \(c/a=d/(v\tau)\), here 1.667. A short arc near the vertex is insufficient in practice. There \(y^2\approx(2b^2/a)s\) to leading order, a parabola, which gives only \(b^2/a\). Separating \(a\) from \(b\) relies on the slight departure from this parabola, which reading errors easily hide: with heights of 300 and 600 nm, reading the nearer depth just 0.1 nm too large lowers the inferred delay from 360 s to about 60 s. For simultaneous nucleation the seam is straight, \(s=0\) everywhere, and \(\tau=0\) is read off directly.

## Part (e)

*Suppose that the speed varies in time but is the same for both islands at each moment. What is the seam now? Apply the result to \(v(t)=v_0e^{-(t-t_1)/\theta}\) with \(v_0=20\) nm/s, \(\theta=5000\) s and the same \(d\) and \(\tau\).*

**Model answer.** At a common time \(t\) of arrival, \(r_1=\int_{t_1}^{t}v\,dt'\) and \(r_2=\int_{t_2}^{t}v\,dt'\). Subtracting,

\[
r_1-r_2=\int_{t_1}^{t_2}v(t')\,dt' .
\]

This is again a constant, so the seam is still on a hyperbola branch with the same foci. Now \(2a\) is the radius of island 1 at the birth of island 2. Here

\[
2a=v_0\theta\left(1-e^{-\tau/\theta}\right)=100000\,(1-e^{-0.072})=6947\ \text{nm}.
\]

Dividing by the initial speed would give 347 s, which is 3.5 % below the true delay. The curve would give no warning, since it is a perfect hyperbola. The total reach \(v_0\theta\) is finite, so the arms end.

## Part (f)

*Compare the model with the growth of graphene from a vapour on copper. Which assumptions matter most for the recovered delay?*

**Model answer.** The speed and separation used here are round values in the rough range of such growth near 1300 K; real values vary widely with gas supply and surface. The strengths assumed below are likewise inputs, not measurements. The true delay of 360 s, the nuclei and the nominal speed are held fixed, and errors are relative to the true delay.

*Temperature.* For a thermally activated speed with a barrier of roughly 2 eV, growth at 1305 K is about 7 % faster than at 1300 K. A speed calibrated at 1300 K then makes the delay about 7 % too long, by either method.

The other effects act differently on the two methods. Method (i) is applied at the vertex, and method (ii) at the two heights of part (d).

| Effect | (i) nuclei visible | (ii) curve alone |
|---|---|---|
| facets, 2 % | +3.3 % | +113 % |
| facets, 0.1 % | +0.2 % | +3.5 % |
| supply limit | −5.7 % | −49 % |
| 10 nm reading error | +0.3 % | −2.5 % |

*Facets.* The radial speed, along the ray from the nucleus at angle \(\phi\), is taken to vary as \(1+\varepsilon\cos6\phi\), with \(\varepsilon\) as listed. Island 1 points a fast direction at its neighbour, and island 2 a slow one. A regular hexagon has corners \(2/\sqrt3=1.155\) times as far from the centre as its edges, a variation of about ±7 %. Islands that look hexagonal are therefore well outside the circular model.

*Supply limit.* An island of radius \(R\) grows at \(v/(1+R/L)\), with \(L=100000\) nm, so it needs the time \((R+R^2/2L)/v\). Equal arrival times give

\[
(r_1-r_2)\left(1+\frac{r_1+r_2}{2L}\right)=v\tau .
\]

At the vertex \(r_1+r_2=d\), and the path difference is reduced by the factor \(1/1.06\), which is the 5.7 % in the table. Farther out \(r_1+r_2\) is larger and the reduction grows, so the seam is no longer a hyperbola with these foci.

*Reading error.* In (i) the vertex is misplaced by 10 nm along the axis, which changes \(r_1-r_2\) by 20 nm out of 7200. In (ii) the nearer depth is read 10 nm too large. Its ratio \(y^2/s\) falls to 16568 nm, the slope rises to 1.802 and the intercept drops to about 12650 nm. Both changes lower the quotient \(I/m\).

In the table, 2 % faceting does the most damage when only the curve is available: it more than doubles the inferred delay. The size and even the sign of this error depend on the orientations and on the heights at which the curve is read. If both islands point a fast direction at each other, the same 2 % gives −3 %; with the original orientations but heights of 4000 and 8000 nm, it gives −35 %. These values also depend on how the anisotropy is defined. If the factor \(1+\varepsilon\cos6\phi\) applies instead to the speed of the edge along its own normal, as for a crystal edge, the three curve-only errors for 2 % become +111 %, +1 % and −26 % in place of +113 %, −3 % and −35 %, while method (i) at the vertex is unchanged. Where the nuclei can be located, method (i) is the safer choice for the cases in the table. Its error also varies along the seam: under the supply limit it grows from −5.7 % at the vertex to −13 % at \(y=12000\) nm.

## Computed values

```
growth speed (input): 20.0 nm/s
distance between nuclei (input): 12000 nm
nucleation delay (input): 360 s
path difference 2a: 7200 nm = 72000 angstrom
semi-axis a: 3600 nm
semi-axis b: 4800 nm
half separation c: 6000 nm
eccentricity c/a: 1.6667
asymptote angle to the axis: 53.13 degrees
longest delay that still gives a seam: 600 s
first contact after first nucleation: 480 s
radii at first contact: 9600 nm and 2400 nm
seam at y = 6000 nm: x = 5762.8 nm, depth s = 2162.8 nm
  r1 = 13204.7 nm, r2 = 6004.7 nm, y^2/s = 16645.0 nm
seam at y = 12000 nm: x = 9693.3 nm, depth s = 6093.3 nm
  r1 = 19755.5 nm, r2 = 12555.5 nm, y^2/s = 23632.5 nm
line y^2/s against s: slope 1.7778, intercept 12800.0 nm
recovered path difference: 7200.0 nm
recovered delay: 360.00 s = 6.000 min
recovered distance between nuclei: 12000.0 nm
grid race: step 200 nm, largest seam miss 13 nm
grid race: time at the vertex 480.00 s
grid race, delay 700 s: late-island cells 0
turned image: delay from conic fit 360.00 s
temperature 1300 K, error 5 K, barrier 2.0 eV
  speed change from that error: 7.08 %
fading source, decay time 5000 s: 2a = 6946.9 nm
  early radius at late birth: 6946.9 nm
  delay error if the initial speed is used: -3.52 %
supply-limit length (input): 100000 nm
delay error in %, by visible nuclei (at vertex) | by curve alone:
  facets 2 %: +3.29 | +112.9
  facets 0.1 %: +0.17 | +3.5
  supply limit: -5.66 | -49.4
  reading 10 nm: +0.28 | -2.5
```
